# When a Kinked Step Acts as a Continuous Line Sink

A step-flow calculation has to decide what to impose at a step. The cheap choice sets the adatom density equal to its equilibrium value along the whole step, so that the terrace problem becomes one-dimensional. The expensive choice resolves the kinks, where atoms actually join the crystal. A third choice keeps the one-dimensional terrace but gives the step a finite attachment coefficient. The decision rests on two contributions to the resistance that adatoms meet: crossing the terrace to the step, and crowding into the kinks.

## The model

A straight step lies along $y$ at $x=0$ on a wide terrace, with kinks at $y=m\lambda$, $m$ an integer. Adatoms arrive with flux $F$, diffuse isotropically with coefficient $D$, and desorb after a mean lifetime $\tau$. The diffusion length is $x_s=\sqrt{D\tau}$. Atoms are absorbed at kinks alone, do not diffuse faster along the edge, and cross the step line freely. Kinks move so slowly that the density $n$ is steady around them. Each kink removes a net current $q$:

$$D\nabla^2 n-\frac{n}{\tau}+F=q\sum_m\delta(x)\,\delta(y-m\lambda).$$

Far from the step $n=F\tau$. Define the deficit $\psi=F\tau-n$. Then $D\nabla^2n=-D\nabla^2\psi$ and $F-n/\tau=\psi/\tau$, so

$$-D\nabla^2\psi+\frac{\psi}{\tau}=q\sum_m\delta(x)\,\delta(y-m\lambda).$$

A sink of adatoms is a source of deficit. At a kink $n=n_{eq}$, so the deficit there is $\psi_0=F\tau-n_{eq}$.

A mathematical point has no finite density, so a kink needs a size. Close to it the current $q$ crosses every small circle, $-2\pi rD\,d\psi/dr=q$, and $\psi$ varies as $-(q/2\pi D)\ln r$. The capture radius $a$ is defined by

$$\psi=\psi_0-\frac{q}{2\pi D}\ln\frac{r}{a}\qquad (r\ll\lambda\ \text{and}\ r\ll x_s).$$

## Separating the two contributions

The row of delta functions has the Fourier series $\sum_m\delta(y-m\lambda)=\lambda^{-1}\sum_k e^{ig_ky}$, with $g_k=2\pi k/\lambda$ and $k$ running over all integers. Write $\psi=\sum_k\psi_k(x)e^{ig_ky}$ and divide $1/\tau$ by $D$ to get $1/x_s^2$. Each mode obeys

$$-\psi_k''+\kappa_k^2\psi_k=\frac{q}{D\lambda}\delta(x),\qquad \kappa_k^2=g_k^2+\frac1{x_s^2}.$$

The decaying solution is $\psi_k(0)e^{-\kappa_k|x|}$. Its slope jumps by $-2\kappa_k\psi_k(0)$ at $x=0$, which must equal $-q/(D\lambda)$. Hence

$$\psi(x,y)=\frac{q}{2D\lambda}\left[x_se^{-|x|/x_s}+2\sum_{k\ge1}\frac{e^{-\kappa_k|x|}}{\kappa_k}\cos g_ky\right].$$

**The line part.** The first term is the field of a continuous sink that takes the current $J=q/\lambda$ per unit length. If it were alone, $\psi_0=Jx_s/2D$, and the line-sink current would be $J_0=2D\psi_0/x_s$, half from each side.

**The ripple.** The other terms average to zero along $y$. The difference between $y=0$ and $y=\lambda/2$ comes from odd $k$. Keeping $k=1$ and dividing by the line part gives the relative peak-to-trough ripple

$$\frac{4}{\kappa_1x_s}\,e^{-(\kappa_1-1/x_s)|x|}\approx\frac{2\lambda}{\pi x_s}e^{-2\pi|x|/\lambda}\qquad(\lambda\ll x_s).$$

At distances beyond a kink spacing the terrace cannot tell evenly spaced kinks from a line by the shape of the field. The strength of the sink is another matter.

**The crowding part.** Approach a kink along $y=0$, $x=r\to0$. For $\lambda\ll x_s$ replace $\kappa_k$ by $g_k$ and use $\sum_{k\ge1} z^k/k=-\ln(1-z)$:

$$2\sum_{k\ge1}\frac{e^{-g_kr}}{g_k}=-\frac{\lambda}{\pi}\ln\!\left(1-e^{-2\pi r/\lambda}\right)\to\frac{\lambda}{\pi}\ln\frac{\lambda}{2\pi r}.$$

Therefore

$$\psi\to\frac{q}{2\pi D}\left[\frac{\pi x_s}{\lambda}+\ln\frac{\lambda}{2\pi r}\right].$$

Comparison with the definition of $a$ removes $r$:

$$\psi_0=\frac{q}{2\pi D}\left[\frac{\pi x_s}{\lambda}+C\right],\qquad C=\ln\frac{\lambda}{2\pi a}.$$

The replacement of $\kappa_k$ costs little. Since $1/\kappa_k\approx1/g_k-1/(2g_k^3x_s^2)$, the bracket changes by

$$-\frac{\pi}{\lambda}\sum_{k\ge1}\frac{1}{g_k^3x_s^2}=-\frac{\zeta(3)}{8\pi^2}\frac{\lambda^2}{x_s^2},\qquad \zeta(3)=\sum_{k\ge1}k^{-3}\approx1.2.$$

## Weighing them: two resistances in series

With $q=J\lambda$ the kink condition reads

$$\frac{\psi_0}{J}=\frac{x_s}{2D}+\frac{\lambda C}{2\pi D}.$$

The first resistance belongs to the terrace and the second to the crowding of current into the kinks. Dividing $J$ by $J_0$ gives the efficiency of the step,

$$\eta=\frac{J}{J_0}=\frac{1}{1+\dfrac{\lambda}{\pi x_s}\ln\dfrac{\lambda}{2\pi a}}.$$

This is why closely spaced kinks act as a line. Crowding takes place within a distance of order $\lambda/2\pi$ of the step, whereas the supply must cross a distance of order $x_s$. The short path adds little resistance to the long one. The correction to the current is nevertheless of first order in $\lambda/x_s$, with a logarithm, although the ripple dies exponentially. The condition for a line sink is

$$\lambda\ln\frac{\lambda}{2\pi a}\ll\pi x_s .$$

The third choice of boundary condition also follows. The mean deficit along the step is the line part at $x=0$, $Jx_s/2D=\eta\psi_0$. The mean density $\bar n$ there exceeds equilibrium by

$$\bar n-n_{eq}=\psi_0-\eta\psi_0=(1-\eta)\psi_0=\frac{\lambda C}{2\pi D}J.$$

So $J=K(\bar n-n_{eq})$ with $K=2\pi D/(\lambda C)$, where $J$ counts both sides. A one-dimensional calculation with this $K$ keeps the leading kink correction, provided the density is kept continuous across the step, as free crossing implies. Giving each side its own coefficient $K/2$ is equivalent only when the two terraces are alike.

In the opposite limit, $\lambda\gg x_s$, each kink collects alone. Its field is $\psi=(q/2\pi D)K_0(r/x_s)$, with $K_0$ the modified Bessel function, and $K_0(z)\approx\ln(2/z)-\gamma$ at small $z$, where $\gamma\approx0.577$ is Euler's constant. Thus $q=2\pi D\psi_0/[\ln(2x_s/a)-\gamma]$ no longer depends on $\lambda$, and $J=q/\lambda$ falls as $1/\lambda$.

## What sets the capture radius

Let a kink be one absorbing site of a triangular lattice with site distance $d$, and let $\lambda=Nd$. An adatom hops to each of six neighbours at rate $\Gamma$, so $D=6\Gamma d^2/4=3\Gamma d^2/2$. The area per site is $A=\sqrt3d^2/2$. Desorption can be dropped in the non-uniform modes because $\lambda\ll x_s$.

Let the deficit per site in row $m$ be $w_me^{i\theta y/d}$, with $\theta=2\pi k/N$ and $k=1,\dots,N-1$. Neighbouring rows are shifted by $d/2$, so away from the step row

$$(6-2\cos\theta)w_m=2c\,(w_{m+1}+w_{m-1}),\qquad c=\cos\tfrac\theta2.$$

The decaying solution is $w_m=w_0\rho^{|m|}$ with $2c(\rho+1/\rho)=6-2\cos\theta$. In the step row each mode receives $q/N$:

$$\frac{q}{N}=\Gamma w_0(6-2\cos\theta-4c\rho)=2\Gamma w_0\,c\left(\frac1\rho-\rho\right).$$

With $s=\sin(\theta/2)$, $3-\cos\theta=2+2s^2$ and $c^2=1-s^2$. Since $(1/\rho-\rho)^2=(1/\rho+\rho)^2-4$,

$$c\left(\frac1\rho-\rho\right)=\sqrt{(2+2s^2)^2-4(1-s^2)}=2s\sqrt{3+s^2}.$$

Hence $w_0=q/(4N\Gamma s\sqrt{3+s^2})$. The crowding term is $2\pi D/(Aq)$ times the sum of these amplitudes, and $2\pi D/A=2\pi\sqrt3\,\Gamma$:

$$C=\frac{\pi\sqrt3}{2N}\sum_{k=1}^{N-1}\frac{1}{s\sqrt{3+s^2}},\qquad s=\sin\frac{\pi k}{N}.$$

For large $N$, write the summand as $1/(\sqrt3\,s)$ plus a smooth remainder, and set $u=k/N$.

First, subtract $1/\pi u+1/\pi(1-u)$ from $1/\sin\pi u$. The subtracted terms sum to $(2/\pi)(\ln N+\gamma)$ after division by $N$. What is left integrates to

$$\frac1\pi\left[\ln\frac{(1-u)\tan(\pi u/2)}{u}\right]_0^1=\frac2\pi\ln\frac2\pi .$$

So $N^{-1}\sum1/s\to(2/\pi)[\ln(2N/\pi)+\gamma]$.

Second, with $t=\cos\pi u$ the remainder gives

$$\int_0^1\!\left[\frac{\sqrt3}{s\sqrt{3+s^2}}-\frac1s\right]du=\frac1\pi\left[\operatorname{artanh}\frac{\sqrt3\,t}{\sqrt{4-t^2}}-\operatorname{artanh}t\right]_{-1}^{1}=-\frac1\pi\ln\frac43 .$$

The end value follows from $1-3t^2/(4-t^2)=4(1-t^2)/(4-t^2)$, which tends to $\frac43(1-t^2)$. The difference of the two functions therefore tends to $-\frac12\ln\frac43$ at $t=1$ and to the opposite value at $t=-1$. Multiplying both parts by $\pi/2$,

$$C\to\ln\frac{2N}{\pi}+\gamma-\frac12\ln\frac43=\ln\frac{\sqrt3e^\gamma N}{\pi},\qquad a=\frac{e^{-\gamma}}{2\sqrt3}d\approx0.162\,d.$$

The capture radius is well below a site distance, and $2\pi a$ is close to $d$. On this lattice $C$ is therefore nearly $\ln N$.

## Numbers in the regime of ytterbium

Ytterbium is a volatile metal, so desorption can end an adatom's path. Take a close-packed surface at $T=500$ K ($k_BT=0.0431$ eV) with rough inputs: cohesive energy $E_c=1.6$ eV, $d=0.39$ nm, terrace diffusion barrier $E_d=0.10$ eV and attempt frequency $\nu=2\times10^{12}$ s$^{-1}$.

Twelve neighbours share six bonds per atom, so a bond is worth $\phi=0.267$ eV. An adatom rests on three atoms, giving a desorption energy $E_a=0.80$ eV. Then

$$D=\frac{d^2\nu}{4}e^{-E_d/k_BT}=7.5\times10^9\ \mathrm{nm^2/s},\qquad \tau=\frac{e^{E_a/k_BT}}{\nu}=5.8\times10^{-5}\ \mathrm s,$$

and $x_s=\sqrt{D\tau}=658$ nm.

Moving an atom from a straight edge (seven neighbours) to a place against that edge (five) breaks two bonds and makes four kinks. A kink costs $\varepsilon=\phi/2=0.133$ eV. With weights 1 for no kink and $e^{-\varepsilon/k_BT}$ for each of two kink directions, the mean spacing is $1+\frac12e^{\varepsilon/k_BT}\approx12$ sites, or $\lambda=4.68$ nm. Both the lattice sum and its logarithm give $C=2.467$. The resistance ratio is

$$\frac{\lambda C}{\pi x_s}=\frac{4.68\times2.467}{\pi\times658}=0.0056,$$

so $\eta=0.994$. At $x=\lambda$ the ripple is $9\times10^{-6}$, far smaller than the loss of 0.56% in current.

The equilibrium flux in this model is $F_{eq}=e^{-(E_c-E_a)/k_BT}/\tau=1.5\times10^{-4}$ monolayers per second (ML/s). At twice that flux a line sink advances at $2x_s(F-F_{eq})=0.196$ nm/s, and the kinked step at 0.195 nm/s.

Holding $x_s$ fixed and changing the kink spacing gives:

| $\lambda$ (nm) | $\lambda/x_s$ | $\eta$ |
|---:|---:|---:|
| 4.7 | 0.007 | 0.994 |
| 19.5 | 0.030 | 0.965 |
| 39 | 0.059 | 0.920 |
| 78 | 0.119 | 0.834 |
| 195 | 0.297 | 0.631 |
| 390 | 0.593 | 0.435 |

A 1% loss occurs at 7.2 nm, about $x_s/91$, and a 10% loss at 48 nm, about $x_s/14$. A spacing ten times shorter than the diffusion length is thus not enough for 10% accuracy here.

## Contributions left out

**Edge diffusion** reduces crowding. Let $\Gamma_e$ be the added conductance of a bond along the step row, on the scale where a terrace bond has $\Gamma$. A mode then loses an extra $\Gamma_e(2-2\cos\theta)w_0=4\Gamma_es^2w_0$, so the denominator $4s\sqrt{3+s^2}$ becomes $4s\sqrt{3+s^2}+4(\Gamma_e/\Gamma)s^2$. If edge and terrace are in local equilibrium, two extra bonds raise the edge occupation by $e^{2\phi/k_BT}$. Sharing the attempt frequency among two edge directions instead of six gives $\Gamma_e/\Gamma\approx3e^{(2\phi-E_e+E_d)/k_BT}$, if the terrace bond that the edge hops replace is neglected. For an assumed edge barrier $E_e=0.30$ eV, $C$ falls from 2.467 to 0.0016 and the loss to 0.0004%. About half the crowding term survives if $E_e$ is near 0.6 eV.

**Uneven spacing** increases crowding. Two kinks a distance $r$ apart, each taking $q$, have the local term $-q\ln a-q\ln r=-2q\ln\sqrt{ar}$ (over $2\pi D$). They act as one sink of radius $\sqrt{ar}$, and a radius enters only through a logarithm, so a close pair collects less than two separate kinks. I placed 400 kinks at random on 4800 sites, repeated periodically, and solved the linear equations that give every kink the deficit $\psi_0$. The mean loss over 20 arrangements was 0.96%, against 0.56% for even spacing at the same density.

**Neighbouring steps** compete for atoms. For steps a distance $L\gtrsim\lambda$ apart with kinks in register, the uniform mode between steps is proportional to $\cosh[(L/2-x)/x_s]$. This multiplies the terrace resistance by $\coth(L/2x_s)$. With $L=1000$ nm the line-sink current is 0.64 of its isolated value, and the kink loss relative to that current is 0.36%.

If $x_s\gg L$ and $F\gg F_{eq}$, nearly everything condenses and $J\approx FL$, as long as $\lambda$ is also well below $x_s$. For $\lambda\lesssim L$, crowding then raises the density by $FL\lambda C/2\pi D$. Line sinks alone give $n-n_{eq}=Fx(L-x)/2D$, with maximum $FL^2/8D$, so the rise relative to this maximum is $4\lambda C/\pi L$. The terrace width has taken over the role of $x_s$.

**A barrier on one side** of height $E$ slows the last hop by $e^{-E/k_BT}$. With row spacing $h=\sqrt3d/2$ this adds a path $\ell=h(e^{E/k_BT}-1)$, and a line sink loses the fraction $\ell/[2(x_s+\ell)]$. For an assumed $E=0.05$ eV, $\ell=0.74$ nm and the loss is 0.06%. On a kinked step the barrier also adds to crowding, because it weakens bonds that lead into and around each kink. On the lattice $C$ rises from 2.47 to about 3.1, and the total loss becomes 0.75%. For $E=0.15$ eV it would be 1.6%.

**Motion** is negligible. With step speed $v$, $vx_s/D=1.7\times10^{-8}$. If all kinks run the same way, their speed is $v\lambda/h=2.7$ nm/s, and that speed times $\lambda/D$ is $1.7\times10^{-9}$.

**Islands** do not compete at twice the equilibrium flux. A hexagon with $j$ atoms per side has $3j^2-3j+1$ atoms and lacks $6j-3$ bonds. Its cost, $(6j-3)\phi-(3j^2-3j+1)k_BT\ln2$, peaks at 7.1 eV, or $165\,k_BT$.

## Reading the example against a real surface

These are estimates from pair bonds, not measured properties of ytterbium; the extra digits only let the arithmetic be followed. The assumed diffusion barrier is only $2.3\,k_BT$, so hops to nearest neighbours alone are a rough picture. Longer jumps can pass over a kink and would raise $C$ at fixed $D$. The loss depends strongly on the diffusion length: with $\lambda$ held fixed, a desorption energy of 0.70 or 0.90 eV changes $x_s$ to about 210 or 2100 nm and the loss to 1.8% or 0.17%. The beam flux here is only $3\times10^{-4}$ ML/s. Absolute fluxes are the least reliable part of the example: vapour pressure data for ytterbium, extrapolated to 500 K, point to an equilibrium flux tens of times higher than the model's, so a real crystal would shrink under this beam. If a shorter adatom lifetime is part of the reason and $D$ is unchanged, $x_s$ is also shorter and the kink loss larger than estimated here. A higher attempt frequency common to hopping and desorption would leave $x_s$ as it is. A stronger beam leaves $\eta$ unchanged in this linear model but lowers the island barrier.

The kink correction rests on the absence of edge diffusion: with the assumed barrier, edge diffusion removes nearly the whole correction. For these inputs the line sink is adequate at the 1% level, and step spacing matters far more than kinks. With sparse kinks and slow edge diffusion, a finite coefficient is the better choice. The formula for $K$ assumes even spacing: for kinks placed at random at the density of the example it is too large by a factor of about 1.7. For an isolated step with $\lambda$ above $x_s$ this $K$ fails slowly: the current comes out 3% low at $\lambda=5x_s$ and 7% low at $10x_s$. Replacing $C$ by $\ln(2x_s/a)-\gamma-\pi x_s/\lambda$ repairs it for $\lambda\gg x_s$. Once $\lambda$ is well above $L$, kinks on neighbouring steps compete, this $K$ no longer holds, and the kinks should be resolved.
